# Effective Permittivity of a Ferroelectric–Dielectric Checkerboard by Two-Dimensional Duality

## A case that can be seen at once: layers

Stack flat layers of equal thickness with permittivities $\varepsilon_f$ and $\varepsilon_d$. If the field lies along the layers, continuity of tangential $\mathbf E$ makes $\mathbf E$ uniform, and averaging $\mathbf D=\varepsilon\mathbf E$ gives
$$\varepsilon_\parallel=\tfrac12(\varepsilon_f+\varepsilon_d).$$
If it lies across them, continuity of normal $\mathbf D$ makes $\mathbf D$ uniform. The mean field is then $\tfrac12 D(1/\varepsilon_f+1/\varepsilon_d)$, so
$$\varepsilon_\perp=\frac{2\varepsilon_f\varepsilon_d}{\varepsilon_f+\varepsilon_d},\qquad \varepsilon_\parallel\varepsilon_\perp=\varepsilon_f\varepsilon_d .$$
A quarter turn has exchanged the roles of $\mathbf E$ and $\mathbf D$. If a structure had the same permittivity in both directions, and kept it when its materials were exchanged, such a product law would fix that permittivity as $\sqrt{\varepsilon_f\varepsilon_d}$. The checkerboard has both properties.

## Setting and theorem

Infinite columns parallel to $z$ have equal square cross-sections of side $a$. They fill the plane as a checkerboard of ferroelectric ($\varepsilon_f$) and dielectric ($\varepsilon_d$). I use Gaussian units, $\mathbf D=\varepsilon\mathbf E$, with energy density $\varepsilon E^2/8\pi$ for real static fields. Relative permittivities have the same values in SI.

The assumptions are these.

1. The response to the small transverse field is linear, local and isotropic in the plane. A tetragonal ferroelectric with its polar axis along $z$ qualifies, $\varepsilon_f$ being its transverse permittivity. Its spontaneous polarization, uniform along $z$, puts no bound charge on the column walls. The material is, however, piezoelectric, so the transverse field drives a shear; this coupling is left out of the theorem and estimated at the end.
2. There is no free charge and no interface layer. The field is quasistatic, independent of $z$, and of finite energy per cell.
3. Both permittivities are positive, or they are nonzero complex numbers whose ratio is not a negative real number.

Let $\langle\cdot\rangle$ be the average over a periodic cell. The field is $\mathbf E=\mathbf E_0-\nabla\chi$, with $\chi$ periodic and of zero mean, and $\nabla\cdot\mathbf D=0$. The effective tensor is defined by $\langle\mathbf D\rangle=\varepsilon^*\mathbf E_0$.

**Theorem.** Under these assumptions the transverse effective tensor is a scalar, and for positive permittivities
$$\boxed{\varepsilon^*=\sqrt{\varepsilon_f\varepsilon_d}}.$$
For complex permittivities $\varepsilon^{*2}=\varepsilon_f\varepsilon_d$, with the root specified in the proof.

## Three lemmas

**Lemma 1 (the field exists and is unique).** The weak form of $\nabla\cdot\mathbf D=0$ is
$$\langle\nabla\bar\psi\cdot\varepsilon(\mathbf E_0-\nabla\chi)\rangle=0\quad\text{for every periodic }\psi\text{ with square-integrable gradient.}$$

*Proof.* The arguments of $\varepsilon_f$ and $\varepsilon_d$ can be chosen to differ by less than $\pi$. Rotating their bisector onto the positive real axis gives an angle $\vartheta$ for which both $e^{i\vartheta}\varepsilon_f$ and $e^{i\vartheta}\varepsilon_d$ have real part at least some $c>0$. Hence
$$\mathrm{Re}\,e^{i\vartheta}\langle\varepsilon|\nabla\chi|^2\rangle\ge c\,\langle|\nabla\chi|^2\rangle .$$
The form is also bounded, because $\varepsilon$ is bounded. These are the conditions of the Lax–Milgram theorem, which gives one and only one $\chi$. The weak form contains the continuity of normal $\mathbf D$ at walls and needs no separate condition at corners. $\square$

**Lemma 2 (isotropy).** The checkerboard's effective tensor is a multiple of the unit tensor.

*Proof.* Take two real mean fields $\mathbf E_0,\mathbf E_0'$ with solutions $\mathbf E,\mathbf E'$. Since $\mathbf E'-\mathbf E_0'$ is a periodic gradient, the weak form gives
$$\langle\mathbf E'\cdot\varepsilon\mathbf E\rangle=\mathbf E_0'\cdot\langle\mathbf D\rangle=\mathbf E_0'\cdot\varepsilon^*\mathbf E_0 .$$
The left side is unchanged when the two solutions are exchanged, so $\varepsilon^*$ is symmetric. Write its entries as $p,q,q,r$. A quarter turn about a column centre,
$$R=\begin{pmatrix}0&-1\\1&0\end{pmatrix},$$
maps the structure onto itself, so $\varepsilon^*R=R\varepsilon^*$:
$$\begin{pmatrix}q&-p\\r&-q\end{pmatrix}=\begin{pmatrix}-q&-r\\p&q\end{pmatrix}.$$
Hence $q=0$ and $p=r$. $\square$

**Lemma 3 (a quarter turn exchanges the field laws).** If $\mathbf D$ is periodic and divergence-free, $R\mathbf D$ is its mean plus a periodic gradient. If $\mathbf E$ is its mean plus a periodic gradient, $R\mathbf E$ is divergence-free.

*Proof.* Use Fourier components with $\mathbf k\ne0$. The condition $\mathbf k\cdot\mathbf D_{\mathbf k}=0$ means that $\mathbf D_{\mathbf k}$ is parallel to $R\mathbf k$. Then $R\mathbf D_{\mathbf k}$ is parallel to $R^2\mathbf k=-\mathbf k$, which is the form of a gradient. Conversely, $\mathbf E_{\mathbf k}$ parallel to $\mathbf k$ gives $\mathbf k\cdot R\mathbf E_{\mathbf k}=0$. Both statements hold for square-integrable fields, including those singular at corners. $\square$

This lemma is where two dimensions enter: in the plane the direction perpendicular to $\mathbf k$ is unique up to a factor.

## Proof of the theorem

Put $s^2=\varepsilon_f\varepsilon_d$ and define
$$\mathbf E'=\frac1sR\mathbf D,\qquad \mathbf D'=sR\mathbf E .$$
By Lemma 3 these obey the electrostatic laws. Their constitutive relation follows from $\mathbf E=\mathbf D/\varepsilon$:
$$\mathbf D'=\frac{s}{\varepsilon}R\mathbf D=\frac{s^2}{\varepsilon}\mathbf E'.$$
Where $\varepsilon=\varepsilon_f$ the new permittivity is $s^2/\varepsilon_f=\varepsilon_d$, and where $\varepsilon=\varepsilon_d$ it is $\varepsilon_f$. The primed fields therefore solve the problem with the two materials exchanged.

For any two-phase pattern with a scalar effective permittivity, the averages are
$$\langle\mathbf E'\rangle=\frac{\varepsilon^*(\varepsilon_f,\varepsilon_d)}{s}R\mathbf E_0,\qquad \langle\mathbf D'\rangle=sR\mathbf E_0 .$$
By definition $\langle\mathbf D'\rangle=\varepsilon^*(\varepsilon_d,\varepsilon_f)\langle\mathbf E'\rangle$. Comparing the coefficients of $R\mathbf E_0$ gives the exchange law
$$\varepsilon^*(\varepsilon_f,\varepsilon_d)\,\varepsilon^*(\varepsilon_d,\varepsilon_f)=\varepsilon_f\varepsilon_d. \tag{1}$$

Exchanging the materials of the checkerboard shifts it by one column width. A shift does not alter cell averages, so the two factors in (1) are equal and $\varepsilon^{*2}=\varepsilon_f\varepsilon_d$.

The root follows from energy. As in Lemma 2, with one field conjugated, $\varepsilon^*|\mathbf E_0|^2=\langle\varepsilon|\mathbf E|^2\rangle$. Thus $e^{i\vartheta}\varepsilon^*$ has positive real part. For positive permittivities this selects the positive root; for complex ones it selects the root in the rotated right half-plane. $\square$

**Remark (equal area is not enough).** Replace the checkerboard by separate squares, on a square lattice, that fill half the area. With $\varepsilon_f=400$ and $\varepsilon_d=10$, a finite-element solution gives $\varepsilon^*=29.2$ when the squares are ferroelectric and $137$ when they are dielectric. Neither is $63.2$, but their product agrees with $4000$, as (1) requires. Exchange symmetry is the extra property that the checkerboard supplies.

## Weak contrast: a second derivation

Write $\varepsilon=\bar\varepsilon+\delta$, where $\delta=\pm\Delta$ on equal areas and $|\Delta|\ll\bar\varepsilon$. Let $\mathbf E=\mathbf E_0+\mathbf e$. To first order, $\nabla\cdot\mathbf D=0$ reads
$$\mathbf k\cdot(\bar\varepsilon\,\mathbf e_{\mathbf k}+\delta_{\mathbf k}\mathbf E_0)=0,\qquad \mathbf e_{\mathbf k}=-\hat{\mathbf k}\,(\hat{\mathbf k}\cdot\mathbf E_0)\,\frac{\delta_{\mathbf k}}{\bar\varepsilon},$$
because $\mathbf e_{\mathbf k}$ is parallel to $\mathbf k$. Since $\langle\delta\rangle=\langle\mathbf e\rangle=0$, the mean displacement is $\bar\varepsilon\mathbf E_0+\langle\delta\,\mathbf e\rangle$. Its component along $\mathbf E_0$ gives
$$\varepsilon^*\simeq\bar\varepsilon-\frac1{\bar\varepsilon}\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2(\hat{\mathbf k}\cdot\hat{\mathbf E}_0)^2=\bar\varepsilon-\frac{\Delta^2}{2\bar\varepsilon}.$$
Fourfold symmetry replaces the squared cosine by $1/2$, and $\sum|\delta_{\mathbf k}|^2=\langle\delta^2\rangle=\Delta^2$. The theorem gives $\sqrt{(\bar\varepsilon+\Delta)(\bar\varepsilon-\Delta)}=\sqrt{\bar\varepsilon^2-\Delta^2}$, with the same expansion. To this order any fourfold pattern with equal areas gives the same answer; the pattern matters from third order onward.

## Energy and loss

**Corollary (equal energy).** For positive permittivities each phase stores half the field energy.

*Proof.* The dual map preserves energy density point by point:
$$\varepsilon'|\mathbf E'|^2=\frac{s^2}{\varepsilon}\,\frac{\varepsilon^2|\mathbf E|^2}{s^2}=\varepsilon|\mathbf E|^2 .$$
The energy in the original ferroelectric columns thus equals that in the dielectric columns of the exchanged structure. The exchanged structure is a shifted checkerboard, and since $\varepsilon^*=s$ its mean field is $R\mathbf E_0$, of unchanged strength. A quarter turn about a column centre restores the field direction and leaves each phase in place. The two phases of the original problem therefore hold equal energies. $\square$

The total is $\langle\varepsilon E^2\rangle=\varepsilon^*E_0^2$. Each phase fills half the area, so $\tfrac12\varepsilon_f\langle E^2\rangle_f=\tfrac12\varepsilon^*E_0^2$, where the subscript denotes an average within that phase. Hence
$$\langle E^2\rangle_f=\frac{\varepsilon^*}{\varepsilon_f}E_0^2,\qquad \langle E^2\rangle_d=\frac{\varepsilon^*}{\varepsilon_d}E_0^2. \tag{2}$$
When $\varepsilon_f>\varepsilon_d$, the rms field is below the applied field in the ferroelectric and above it in the dielectric.

For time dependence $e^{-i\omega t}$, let the ferroelectric have permittivity $\varepsilon_f(1+i\tan\delta_f)$ and the dielectric be lossless. Then $\varepsilon^*=\sqrt{\varepsilon_f\varepsilon_d}\,\sqrt{1+i\tan\delta_f}$, and the square root halves the loss angle. A loss tangent of $0.02$ becomes $0.010$. Likewise, at fixed $\varepsilon_d$, a small relative change of $\varepsilon_f$ produces half that relative change in $\varepsilon^*$.

## The corners and the limits of the result

Four columns meet at each corner. Take $\varepsilon_f>\varepsilon_d>0$ and measure $\theta$ from the centre line of a ferroelectric sector. Near the corner, apart from a constant, try $\phi=r^\beta F(\theta)$. Laplace's equation gives $F''=-\beta^2F$ within each sector. The mode that is even in the ferroelectric sector and changes sign under inversion is
$$F=\cos\beta\theta\ \ (|\theta|<\tfrac{\pi}{4}),\qquad F=C\sin\beta(\tfrac{\pi}{2}-\theta)\ \ (\tfrac{\pi}{4}<\theta<\tfrac{3\pi}{4}).$$
Continuity of $F$ and of $\varepsilon F'$ at $\theta=\pi/4$ requires
$$\cos\tfrac{\pi\beta}{4}=C\sin\tfrac{\pi\beta}{4},\qquad \varepsilon_f\sin\tfrac{\pi\beta}{4}=C\varepsilon_d\cos\tfrac{\pi\beta}{4}.$$
Eliminating $C$,
$$\tan^2\frac{\pi\beta}{4}=\frac{\varepsilon_d}{\varepsilon_f}. \tag{3}$$

The field varies as $r^{\beta-1}$. The energy within radius $r$ varies as $\int_0^r\rho^{2\beta-2}\rho\,d\rho\propto r^{2\beta}$, which is finite. For $400:10$, equation (3) gives $\beta=0.1997$, and the computed energies in nested squares around the corner give the same exponent. The small exponent means that energy is drawn strongly toward the corner.

The mean fourth power of the field involves $\int_0\rho^{4\beta-3}d\rho$. Where this mode is present, it diverges for $\beta\le\tfrac12$, that is, for contrast $\varepsilon_f/\varepsilon_d\ge1/\tan^2(\pi/8)=5.83$. A correction to $\varepsilon$ proportional to $E^2$ then has no finite first-order effect on the energy of ideally sharp corners; a physical short-distance cutoff is needed.

**Proposition (negative permittivity).** If $\varepsilon_f$ and $\varepsilon_d$ are real with opposite signs, the static checkerboard does not have a unique finite-energy field for every mean field.

*Proof.* Suppose it did. The equations are real, so $\varepsilon^*$ would be real, and Lemma 2 would still apply. Use the real map $\mathbf E'=R\mathbf D$, $\mathbf D'=\varepsilon_f\varepsilon_dR\mathbf E$. The averages and the exchange symmetry would give $\varepsilon^{*2}=\varepsilon_f\varepsilon_d<0$, a contradiction. $\square$

For $-400:10$, (3) gives an imaginary exponent of magnitude $0.203$. The field then grows as $1/r$, and its energy measure $\int|\mathbf E|^2\,d^2r$ diverges logarithmically. The theorem therefore cannot be applied by inserting a negative static $\varepsilon_f$, such as the slope of a Landau polarization curve in its unstable region.

## Worked example

Take columns $100$ nm wide and $1000$ nm high, with $\varepsilon_f=400$, $\varepsilon_d=10$ and a transverse field of $0.01$ MV/cm. The theorem gives
$$\varepsilon^*=\sqrt{400\times10}=63.2 .$$
Equal layers of the same materials would give $205$ along the layers and $19.5$ across them.

The cell problem can also be solved without duality. With the field along $x$, mirror lines through the column centres reduce it to a square of side $a$. Two opposite edges are at fixed potentials, no flux crosses the other two, and one four-phase corner lies at the centre. Finite elements graded toward that corner give $63.67$ on a coarse mesh and $63.36$ on a finer one. The finer mesh has twice as many layers of cells on each side of the corner. Extrapolation with an error proportional to the inverse square of the number of layers gives $(4\times63.363-63.671)/3=63.26$, which is $0.02\%$ above the theorem. The innermost cells have the same size on both meshes, so the extrapolation does not remove their small error.

Two further tests address parts of the proof. At contrast $4:1$, a periodic Fourier solution with mean field $(0.8660,0.5000)$ gives mean displacement $(1.7320,0.9999)$: parallel to the field and twice as large. At $400:10$, the rotated displacement differs from a separately solved dual field by $2\%$, relative to the dual field in the energy norm. The ferroelectric's computed energy share is $0.50$.

In SI the mean displacement is
$$D=\varepsilon_0\varepsilon^*E_0=(8.854\times10^{-12}\ \mathrm{F/m})(63.25)(10^6\ \mathrm{V/m})=5.6\times10^{-4}\ \mathrm{C/m^2},$$
or $0.056$ uC/cm2. By (2), the rms field is $0.01\sqrt{63.2/400}=0.0040$ MV/cm in the ferroelectric and $0.01\sqrt{63.2/10}=0.025$ MV/cm in the dielectric.

### What imperfect corners and walls do

Change the material in a square reaching $1$ nm from each corner along both axes, with everything else fixed. Filling it with dielectric separates the ferroelectric columns and lowers $\varepsilon^*$ to $49$, a change of $-23\%$. Filling it with ferroelectric joins them and raises $\varepsilon^*$ to $82$, a change of $+30\%$. These defects exchange under duality, so (1) requires the product of the two values to be $4000$; the computed product agrees to $0.4\%$. The sensitivity is that of the energy law $r^{2\beta}$: $(0.01)^{0.4}\approx0.16$, so a length ratio of one in a hundred is not a small perturbation.

A $1$ nm layer of permittivity $40$ just inside every ferroelectric wall, an assumed interface layer, gives $\varepsilon^*=48$, or $-25\%$. One nanometre is only two or three lattice constants of such oxides, so using bulk permittivities at this scale is itself an assumption. These changes, and the local fields within $1$ nm of a corner quoted below, are continuum estimates of size, not predictions for a particular interface.

### Comparison with a real composite

The parameters lie in the rough regime of lead zirconate titanate columns, polar axis along $z$, in magnesium oxide. The ferroelectric's permittivity depends strongly on composition and strain, so $400$ is a model value. Real walls and corners are neither perfectly sharp nor free of interface layers, and the changes above show that this alone can move the result by about a quarter. Piezoelectric coupling matters too. If the surroundings fully clamp the shear driven by the transverse field, a rough coupling factor of $0.6$ multiplies $\varepsilon_f$ by $1-0.6^2$ and $\varepsilon^*$ by $\sqrt{0.64}=0.8$, a change of $-20\%$. For perfectly bonded columns this limit is nearly reached. The displacement $u_z$ and the potential obey coupled equations of the same form as before, with a $2\times2$ matrix $L$ of elastic, piezoelectric and dielectric moduli in each phase. The combinations that diagonalize $L_d^{-1}L_f$ decouple, and the theorem applied to each gives $L^*=L_d(L_d^{-1}L_f)^{1/2}$. Take $400$ as the stress-free permittivity, and rough shear moduli of $155$ GPa for the dielectric and $25$ to $80$ GPa for the ferroelectric. This gives about $51$ at zero mean strain and $52$ to $53$ at zero mean stress. Domains with their polar axis in the plane would break the assumed isotropy. For this example $63$ is thus the reference value for ideal walls and corners without piezoelectric coupling, and the imperfections considered one at a time give roughly $50$ to $80$.

The other estimates are smaller or concern the range of use.

- **End charges.** The spontaneous polarization stops at the column ends, and the example assumes that its bound charge is screened there. Without screening, and with zero mean displacement along $z$, a polarization of $50$ uC/cm2 would give a field of about $P_s/[\varepsilon_0(\varepsilon_f+\varepsilon_d)]=1.4$ MV/cm along the whole height, if the permittivities along $z$ equal the transverse ones. The uniform polarization assumed here could not then be taken for granted.
- **Height.** Take each material's permittivity along $z$ equal to its transverse value, a simplification for the ferroelectric. The slowest surface disturbance with the symmetry of the applied field then decays by a factor $e$ over $28$ nm inside the columns. Two such lengths occupy $6\%$ of the height; this is the affected fraction, not the change in $\varepsilon^*$.
- **Nonlinearity.** A rough spontaneous polarization of $50$ uC/cm2 sets a field scale $P_s/(\varepsilon_0\varepsilon_f)=1.4$ MV/cm for turning the polarization. Within $1$ nm of the corner, the ferroelectric's rms field is $0.09$ MV/cm. Suppose that the local relative change of $\varepsilon_f$ is of order the squared ratio of the local field to the field scale. Weighting this by the field energy in the ferroelectric outside that region, and dividing by the total energy, gives a contribution of order $0.002\%$ to the relative change of $\varepsilon^*$. The ferroelectric inside the region holds about $9\%$ of the energy and, taken at its rms field, would add a few hundredths of a percent. The total depends on the short-distance cutoff, since $\beta<\tfrac12$. The unit prefactor is optimistic. In a stress-free Landau model of tetragonal $\mathrm{PbZr_{0.4}Ti_{0.6}O_3}$, the differential permittivity changes by $10$ to $17$ times the squared ratio, and the polarization leaves the $z$ axis at a transverse field of only $0.2$ to $0.3$ MV/cm. Both estimates may therefore be low by about a factor of ten. Domain-wall motion, which can set in at lower fields, is not included.
- **Breakdown.** Within the same distance the dielectric's rms field is $0.54$ MV/cm, some $11\%$ of a rough breakdown field of $5$ MV/cm. In the linear model it would reach that value at an applied field near $0.09$ MV/cm, but the model fails earlier: the ferroelectric's corner field reaches $0.25$ MV/cm, where the polarization can leave the $z$ axis, at an applied field near $0.03$ MV/cm.
- **Leakage.** For a rough ferroelectric conductivity of $10^{-8}$ S/m, conduction and displacement currents in the ferroelectric are equal at $0.45$ Hz. The real-permittivity result needs frequencies well above this.

The numerical output lists the main values together with their inputs.

## Calculated quantities

```
input eps_f: 400
input eps_d: 10
input column width: 100 nm
input column height: 1000 nm
input applied field: 0.01 MV/cm
geometric mean eps_eff: 63.246
finite elements, coarse mesh: 63.671
finite elements, fine mesh: 63.363
finite elements, extrapolated: 63.26
mesh shift, coarse to fine: -0.484 %
arithmetic mean (parallel layers): 205
harmonic mean (series layers): 19.51
contrast 4:1, extrapolated eps_eff: 2
oblique field, contrast 4:1, mean E: 0.8660, 0.5000
oblique field, contrast 4:1, mean D: 1.7320, 0.9999
half-area ferroelectric inclusion eps_eff: 29.17
half-area dielectric inclusion eps_eff: 137.1
inclusion product / (eps_f eps_d): 1
local duality relative error: 2 %
energy share of ferroelectric: 0.5015
mean displacement: 0.056 uC/cm2
rms field in ferroelectric: 0.00399 MV/cm
rms field in dielectric: 0.0251 MV/cm
input ferroelectric loss tangent: 0.02
composite loss tangent: 0.009999
corner exponent beta: 0.1997
half energy slope from finite elements: 0.1997
imaginary beta for eps_f = -400: 0.203
contrast where mean E^4 diverges: 5.828
corner defect half-width and layer thickness: 1 nm
eps_eff with corner gaps: 48.9
eps_eff with corner bridges: 82.1
gap-bridge product / (eps_f eps_d): 1.004
change by corner gaps: -22.8 %
change by corner bridges: 29.6 %
assumed interface-layer permittivity: 40
eps_eff with interface layer: 47.7
change by interface layer: -24.7 %
rough shear coupling factor: 0.6
change if ferroelectric shear is clamped: -20 %
surface decay length: 28.3 nm
height fraction near both ends: 5.67 %
rough spontaneous polarization: 50 uC/cm2
polarization-rotation field scale: 1.41 MV/cm
corner rms field, ferroelectric: 0.0861 MV/cm
corner rms field, dielectric: 0.539 MV/cm
rough dielectric breakdown field: 5 MV/cm
corner field / breakdown field: 0.11
nonlinear change outside corners, order: 0.0023 %
rough ferroelectric conductivity: 1e-08 S/m
leakage crossover frequency: 0.45 Hz
```
